# Cooling a stored precursor: how much slower does it decompose?

## Problem

A liquid precursor for atomic layer deposition is kept in a closed vessel. It decomposes by a single first-order reaction with the rate constant

$$k(T)=A\,e^{-E_a/k_BT},\qquad E_a=1.2\ \text{eV},$$

where $T$ is the absolute temperature, $k_B$ is Boltzmann's constant and the prefactor $A$ does not depend on temperature. Energies are per molecule; 1.2 eV corresponds to 115.8 kJ/mol. The liquid has one uniform temperature, and none is withdrawn.

1. Show that cooling the vessel from 80 to 40 °C slows the decomposition by a factor of about 150.
2. For $A=10^9\ \text{s}^{-1}$, find the time in which 1 % of the precursor is lost at each temperature.
3. Does the factor change if the "barrier" of 1.2 eV is an activation enthalpy, or the height of a barrier through which atoms can tunnel?
4. What becomes of the factor if a little of the liquid stays hot, or if a second reaction runs at the wall? What does cooling do to the vapour pressure?

## First estimate by scaling

Taking the logarithm of the rate constant gives $\ln k=\ln A-E_a/k_BT$, and differentiation gives

$$\frac{d\ln k}{dT}=\frac{E_a}{k_BT^2}.$$

For a temperature change $\Delta T$ much smaller than $T$, the slope may be taken at the midpoint $T_m$. The slowing factor $R$ then obeys

$$\ln R\approx\frac{E_a}{k_BT_m}\,\frac{\Delta T}{T_m}.$$

With $E_a/k_B=13925$ K, $T_m=333$ K (60 °C) and $\Delta T=40$ K, the first factor is 41.8 and the second is 0.120. Their product is 5.0, and $e^{5.0}\approx148$. The temperature changes by only 12 %, but this change is multiplied by the large ratio of activation energy to thermal energy, and the result stands in an exponent.

## Exact solution

**From rate constant to storage time.** Let $n(t)$ be the number of intact molecules. Separating the variables in $dn/dt=-kn$ and integrating from $n_0$ at $t=0$ gives

$$\int_{n_0}^{n}\frac{dn'}{n'}=-k\int_0^t dt'\quad\Rightarrow\quad n=n_0e^{-kt}.$$

A fraction $x$ is lost when $n=(1-x)n_0$, that is, after

$$t_x=\frac{-\ln(1-x)}{k}.$$

The numerator does not depend on temperature. At equal loss, the storage time therefore grows by the same factor by which $k$ falls.

**The ratio.** With $T_h=353.15$ K and $T_c=313.15$ K, the prefactor cancels:

$$R=\frac{k(T_h)}{k(T_c)}=\frac{A\,e^{-E_a/k_BT_h}}{A\,e^{-E_a/k_BT_c}}
=\exp\!\left[\frac{E_a}{k_B}\left(\frac1{T_c}-\frac1{T_h}\right)\right].$$

The bracket of inverse temperatures is $3.617\times10^{-4}\ \text{K}^{-1}$, so

$$\ln R=13925.4\times3.617\times10^{-4}=5.037,\qquad R=154.$$

This is the factor asked for in part 1. It tends to 1 as $E_a\to0$, when heat no longer helps the reaction. Because $\ln R$ is proportional to $E_a$, a small relative error in $E_a$ becomes a relative error in $R$ that is larger by the factor $\ln R\approx5$: 1.15 eV gives 125 and 1.25 eV gives 190.

**Why the prefactor may be taken as constant.** Consider a classical particle of mass $m$ in a one-dimensional well, in thermal equilibrium, that escapes over a barrier of height $E_a$ and does not return. The escape rate is the probability density at the barrier top times the mean forward velocity, in which particles moving backward count as zero. This mean is

$$\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}\,dv=\sqrt{\frac{k_BT}{2\pi m}}.$$

The density at the top is $e^{-E_a/k_BT}$ divided by the integral of $e^{-V/k_BT}$ over the well. For a harmonic well, $V=\tfrac12m\omega^2x^2$, that integral is $\sqrt{2\pi k_BT/m\omega^2}$. Hence

$$k=\sqrt{\frac{k_BT}{2\pi m}}\sqrt{\frac{m\omega^2}{2\pi k_BT}}\;e^{-E_a/k_BT}=\frac{\omega}{2\pi}\,e^{-E_a/k_BT}.$$

The two square roots of $T$ cancel: hotter particles move faster, but they also spread over a wider part of the well. In an anharmonic well the cancellation is incomplete. For $V=E_a(1-x^2)^2$, with $x$ in units of the distance from barrier top to well bottom, numerical quadrature of the well integral gives $R=153.9$, so the effect is negligible here.

## Comparison of the two

Write $T_h=T_m+\Delta T/2$ and $T_c=T_m-\Delta T/2$. Then

$$\frac1{T_c}-\frac1{T_h}=\frac{\Delta T}{T_hT_c}=\frac{\Delta T}{T_m^2\,(1-\delta^2)},\qquad \delta=\frac{\Delta T}{2T_m}=0.060.$$

The estimate drops the factor $1-\delta^2$. It makes $\ln R$ too small by the fraction $\delta^2=0.0036$, or by $5.037\times0.0036=0.018$. The estimate of $R$ is therefore 1.8 % below the exact value: 151 if no digits are dropped, and 148 after the exponent has been rounded to 5.0.

The midpoint matters. With the slope taken at $T_h$, the estimate has $T_h^2$ in place of $T_hT_c$, and its exponent is the exact one divided by $T_h/T_c=1.128$. This gives 4.47 and a factor of only 87. With the slope taken at $T_c$ the exponent is 5.68 and the factor 293. The slope $E_a/k_BT^2$ is steeper in the cold, so equal steps of cooling do not bring equal gains: from 80 to 70 °C the rate falls by a factor of 3.16, from 50 to 40 °C by 3.96.

## Storage times

For part 2, $A=10^9\ \text{s}^{-1}$ gives $k(T_h)=7.50\times10^{-9}\ \text{s}^{-1}$ and $k(T_c)=4.87\times10^{-11}\ \text{s}^{-1}$. With $-\ln0.99=0.01005$,

$$t_{1\%}(T_h)=\frac{0.01005}{7.50\times10^{-9}\ \text{s}^{-1}}=15.5\ \text{days},\qquad t_{1\%}(T_c)=\frac{0.01005}{4.87\times10^{-11}\ \text{s}^{-1}}\approx6.5\ \text{years}.$$

After one year the loss $1-e^{-kt}$ is 21 % at 80 °C and 0.15 % at 40 °C. These two losses differ by less than a factor of 154 because the hot vessel has already used up part of its precursor. The factor $R$ compares rate constants, or times at equal loss.

## What the 1.2 eV refers to

**Activation enthalpy.** Transition-state theory writes

$$k=\frac{k_BT}{h}\,e^{S/k_B}\,e^{-H/k_BT},$$

with $h$ Planck's constant and the activation entropy $S$ and enthalpy $H$ taken as constant. If $H=1.2$ eV, the ratio gains the factor $T_h/T_c=1.128$ from the prefactor, and $R$ becomes 174.

If instead 1.2 eV is the slope of measured rates, defined by $E_a(T)=k_BT^2\,d\ln k/dT$, then differentiating $\ln k$ gives

$$E_a(T)=k_BT^2\left(\frac1T+\frac{H}{k_BT^2}\right)=H+k_BT.$$

A slope of 1.2 eV at $T_m$ means $H=1.2\ \text{eV}-k_BT_m$. The lower $H$ reduces $\ln R$ by $T_m(1/T_c-1/T_h)=0.1205$, while the prefactor raises it by $\ln1.1277=0.1202$. The two nearly cancel, and $R=153.9$.

The same match fixes the entropy. Since $e^{-H/k_BT_m}=e\cdot e^{-1.2\,\text{eV}/k_BT_m}$, equal rates at $T_m$ require $A=e\,(k_BT_m/h)\,e^{S/k_B}$, so $S/k_B=\ln(Ah/e\,k_BT_m)=-9.85$. Read in this way, the low $A$ means a transition state with much less entropy than the intact molecule. This form of the theory assumes that every crossing of the barrier leads to products; if many crossings turn back, that also lowers $A$.

**Tunnelling.** If the reaction moves a hydrogen atom, it can pass below the barrier top. As a model, take the Eckart barrier $V_0/\cosh^2(x/a)$ with an imaginary frequency $\omega$ of 1000 cm$^{-1}$, a value at the low end of the range of roughly 1000 to 2000 cm$^{-1}$ found for hydrogen transfer. Its transmission probability, quoted here from the known solution of the Schrödinger equation, is

$$P(E)=\frac{\sinh^2s}{\sinh^2s+\cosh^2c},\quad s=\frac{2\pi\sqrt{EV_0}}{\hbar\omega},\quad c=\frac{\pi}{2}\sqrt{\frac{16V_0^2}{(\hbar\omega)^2}-1}.$$

Classically $P$ is 0 below $V_0$ and 1 above it. The rate is therefore multiplied by

$$\kappa(T)=\frac{e^{V_0/k_BT}}{k_BT}\int_0^\infty P(E)\,e^{-E/k_BT}\,dE,$$

which equals 1 in the classical case. For $V_0=1.2$ eV, Simpson's rule gives $\kappa=2.23$ at 80 °C and 2.91 at 40 °C. Tunnelling helps the cold reaction more and so reduces the benefit of cooling. Together with the transition-state prefactor, the result is $R=173.6\times2.230/2.906\approx133$. This number depends strongly on $\omega$. Tunnelling dominates below the crossover temperature $\hbar\omega/2\pi k_B$, which is 229 K for 1000 cm$^{-1}$, 343 K for 1500 cm$^{-1}$ and 458 K for 2000 cm$^{-1}$. For the same 1.2 eV barrier, the two higher frequencies give $R\approx64$ and $R\approx17$ in this one-dimensional model.

Here too a measured slope absorbs most of the effect. Solving numerically for the barrier that gives a slope of 1.2 eV at 60 °C yields $V_0=1.234$ eV, and then $R=153.5$; for 1500 and 2000 cm$^{-1}$ the same procedure gives about 151 in both cases. The temperature at which the slope is taken matters: a slope of 1.2 eV at 80 °C gives 149, 124 and 89 for the three frequencies, and one at 150 °C gives 137, 89 and 34. In these two models, the answer to part 3 is that the factor of 154 belongs to a slope measured near the middle of the range. An activation enthalpy of 1.2 eV with constant $S$ gives 174 instead, and a barrier height of 1.2 eV with tunnelling gives 133 at 1000 cm$^{-1}$, and much less at higher frequencies, if the same transition-state prefactor is kept.

## A hot spot, a wall reaction and the vapour

**Hot spot.** Let a fraction $f$ of the liquid stay at $T_h$, for instance near a heated valve, and let mixing be much faster than decomposition. The concentration is then uniform, and the mean rate constant is $fk(T_h)+(1-f)k(T_c)$. Compared with a vessel that is hot throughout, the slowing factor is

$$R_f=\frac{1}{f+(1-f)/R}.$$

For $f=0.01$ this is $1/(0.01+0.99/154)=61$. One per cent of hot liquid removes more than half of the gain. However cold the rest is kept, $R_f$ cannot exceed $1/f$.

**Wall reaction.** Let a second first-order reaction, with an activation energy of 0.7 eV, carry a share $g=0.1$ of the total rate at 80 °C. Alone it would slow by $R_w=18.9$, from the same exponential with 0.7 eV. On cooling, the main share falls to $(1-g)/R$ and the wall share to $g/R_w$ of the original total rate, so

$$\frac1{R_{\text{tot}}}=\frac{1-g}{R}+\frac{g}{R_w}=\frac{0.9}{154}+\frac{0.1}{18.9},\qquad R_{\text{tot}}=90.$$

The wall reaction, minor in the hot vessel, supplies almost half of the decomposition in the cold one.

**Vapour pressure.** For an ideal vapour and negligible liquid volume, the Clausius–Clapeyron equation reads $dp/dT=Lp/(k_BT^2)$, with $L$ the latent heat per molecule. For constant $L$, integration gives the same exponential with $L$ in place of $E_a$. With $L=0.8$ eV, the pressure falls by a factor of 28.7, from 0.1 Torr at 80 °C to 0.0035 Torr at 40 °C. A real $L$ falls as the temperature rises, so 0.8 eV should be read as the value near 60 °C: if $L$ drops by 100 J/mol per kelvin, the factor is 28.8 when 0.8 eV holds at 60 °C, but 31 when it holds at 80 °C and 25 when it holds at 25 °C.

If the process needs the higher pressure, the vessel can be stored cold and warmed for delivery. Since $\ln(n/n_0)=-\int k\,dt$ when decomposition is the only loss, a fraction $f$ of the *time* spent hot enters just as a fraction of the liquid does. One per cent of the time at 80 °C again gives a factor of 61, if the warming and cooling periods are neglected.

## The model beside a real source

The numbers are set in the regime of a liquid tantalum amide-imide source for TaN films, for which source temperatures of some tens of degrees Celsius up to about 100 °C and pressures of order 0.1 Torr are rough typical values. The energies and the prefactor are round model parameters, not data for a compound. The prefactor is low: it lies nearly four powers of ten below $k_BT/h$, and the storage times scale inversely with it, while $R$ does not depend on it. A real vessel may break the assumption of one reaction at one temperature, since such liquids also react with traces of water and vessels have heated fittings. In the cases worked here, the hot spot alone lowers the factor from 154 to 61 and the wall reaction alone lowers it to 90; both together lower it further. An error of 1 K in the cold temperature matters less, since 41 instead of 40 °C gives 134, but an error of 5 K already lowers the factor to 77. If the decomposition products catalyse further decomposition, the first-order law itself fails, and $R$ alone need not fix the ratio of storage times: the activation energy of the catalysed reaction then matters too.

All numerical values are calculated from the stated model.
